**Square and triangular Wigner crystals: static energy from factorized Epstein zeta functions**

The static energy per electron of a two-dimensional Wigner crystal in a neutralizing background is -1.1002/rs hartree for the square lattice and -1.1061/rs hartree for the triangular lattice, where rs is the radius in bohr of the disc holding one electron. Both follow from Z(1/2)/2, where Z(s) is the continued sum of R^(-2s) over nonzero lattice vectors, equal at unit spacing to 4ζ(s)β(s) or 6ζ(s)L₃(s). The program asserts that counted lattice vectors agree with the divisor sums behind this factorization for squared lengths up to 300, and that direct and factorized sums agree at s = 3. It also asserts the Poisson identity for the theta function at two arguments. The factorized values at s = 1/2 are compared with an error-function series and with directly summed screened interactions extrapolated to zero screening. Bounds from ten paired terms of β and of L₃ establish the order of the two lattices, and bounds from one hundred paired terms of each series enclose the energy coefficients. The output shows a gap of 0.00586/rs hartree, which is 1.594 meV per electron at rs = 100 bohr. Zero-point energy and other lattices are not treated.

## Numerical verification

```python
# Static energy per electron of two-dimensional Wigner crystals (hartree):
#   square:     E*rs = 2 zeta(1/2) beta(1/2) / sqrt(pi)
#   triangular: E*rs = 3 sqrt(sqrt(3)/2) zeta(1/2) L3(1/2) / sqrt(pi)
# rs: radius in bohr of the disc holding one electron, density = 1/(pi rs^2).
# beta, L3: Dirichlet series with the nontrivial characters modulo 4 and 3.
# Z(s): sum of R^(-2s) over nonzero lattice vectors R, continued to s = 1/2.
# The energy is Z(1/2)/2; kappa is an inverse screening length.
import numpy as np
import mpmath as mp
from scipy.special import erfc
from scipy.constants import physical_constants

mp.mp.dps = 30
NAMES = ("square", "triangular")
CROSS = {"square": 0, "triangular": -1}      # form m^2 + cross*m*n + n^2
UNITS = {"square": 4, "triangular": 6}
CHARACTER = {"square": (0, 1, 0, -1), "triangular": (0, 1, -1)}
SPACING = {"square": 1.0, "triangular": np.sqrt(2 / np.sqrt(3))}  # unit area
SERIES = {"eta": (2, 1, 2), "beta": (4, 1, 3), "L3": (3, 1, 2)}
PARTNER = {"square": "beta", "triangular": "L3"}


def squared_norms(name, size):
    """Integer squared lengths of all nonzero vectors at unit spacing."""
    i = np.arange(-size, size + 1)
    m, n = np.meshgrid(i, i)
    q = (m * m + CROSS[name] * m * n + n * n).ravel()
    return q[q > 0]


def series_value(label, s):
    """Dirichlet series from Hurwitz zeta functions."""
    q, a, b = SERIES[label]
    s = mp.mpf(s)
    return mp.power(q, -s) * (mp.zeta(s, mp.mpf(a) / q)
                              - mp.zeta(s, mp.mpf(b) / q))


def series_bounds(label, terms):
    """Partial sum and rigorous lower and upper tail bounds at s = 1/2."""
    q, a, b = SERIES[label]

    def f(k):
        return 1 / np.sqrt(q * k + a) - 1 / np.sqrt(q * k + b)

    def tail_integral(x):
        return 2 / q * (np.sqrt(q * x + b) - np.sqrt(q * x + a))

    partial = float(np.sum(f(np.arange(terms))))
    low = tail_integral(terms) + f(terms) / 2
    high = tail_integral(terms - 0.5)
    return partial, low, high


# Number of lattice vectors of each squared length: counting versus divisors
LIMIT = 300
for name in NAMES:
    counts = np.bincount(squared_norms(name, 25))
    chi = CHARACTER[name]
    for N in range(1, LIMIT + 1):
        divisor_sum = sum(chi[d % len(chi)]
                          for d in range(1, N + 1) if N % d == 0)
        assert counts[N] == UNITS[name] * divisor_sum

# Factorization where the lattice sum converges absolutely
print("Lattice sum at s = 3, unit spacing (dimensionless): direct, factorized")
for name in NAMES:
    direct = np.sum(squared_norms(name, 300).astype(float) ** -3)
    product = float(UNITS[name] * mp.zeta(3) * series_value(PARTNER[name], 3))
    assert abs(direct - product) < 1e-8
    print(f"  {name}: {direct:.7f}, {product:.7f}")

# Poisson summation for the theta function of a lattice of unit cell area
for name in NAMES:
    r2 = SPACING[name] ** 2 * squared_norms(name, 20)
    for u in (0.3, 0.7):
        left = 1 + np.sum(np.exp(-np.pi * u * r2))
        right = (1 + np.sum(np.exp(-np.pi * r2 / u))) / u
        assert abs(left - right) < 1e-12

# Continued lattice sum: factorized, error-function series, screened sums
zeta_half = float(mp.zeta(mp.mpf(1) / 2))
kappas = np.array([0.2, 0.1, 0.05])
Z_half, coefficient = {}, {}
print("Unit cell area 1; Z(1/2) and screened sums in inverse length units")
for name in NAMES:
    L_half = float(series_value(PARTNER[name], 0.5))
    Z_half[name] = UNITS[name] * zeta_half * L_half / SPACING[name]
    near = SPACING[name] * np.sqrt(squared_norms(name, 12))
    ewald = -4 + 2 * np.sum(erfc(np.sqrt(np.pi) * near) / near)
    assert abs(ewald - Z_half[name]) < 1e-11
    R = SPACING[name] * np.sqrt(squared_norms(name, 650))
    screened = np.array([np.sum(np.exp(-k * R) / R) - 2 * np.pi / k
                         for k in kappas])
    limit = np.polyfit(kappas, screened, 2)[-1]
    # quadratic extrapolation leaves an error of fourth order in kappa
    assert abs(limit - Z_half[name]) < 3e-6
    coefficient[name] = Z_half[name] / (2 * np.sqrt(np.pi))
    print(f"  {name}: Z(1/2) factorized = {Z_half[name]:.8f}")
    print(f"    error-function series = {ewald:.8f}")
    for k, value in zip(kappas, screened):
        print(f"    screened minus background, kappa={k:.2f}: {value:.6f}")
    print(f"    extrapolated to kappa=0: {limit:.6f}")

# Rigorous bounds on the three series at s = 1/2
bounds = {}
print("Series at s = 1/2 (dimensionless)")
for label in SERIES:
    exact = float(series_value(label, 0.5))
    print(f"  {label} = {exact:.8f}")
    for terms in (10, 100):
        partial, low, high = series_bounds(label, terms)
        bounds[label, terms] = (partial + low, partial + high)
        assert partial + low < exact < partial + high
        print(f"    {terms} terms: sum {partial:.7f}, "
              f"tail {low:.7f} to {high:.7f}")
eta_half = float(series_value("eta", 0.5))
assert abs(zeta_half + (1 + np.sqrt(2)) * eta_half) < 1e-13
print(f"  zeta(1/2) = {zeta_half:.8f}")

# Ordering from ten terms, energy coefficients from one hundred
weight = {"square": 2.0, "triangular": 3 * np.sqrt(np.sqrt(3) / 2)}
g10 = {name: [weight[name] * x for x in bounds[PARTNER[name], 10]]
       for name in NAMES}
assert g10["triangular"][0] > g10["square"][1]
print("Ordering factors g from ten terms (dimensionless)")
for name in NAMES:
    print(f"  {name}: weight {weight[name]:.7f}, "
          f"g from {g10[name][0]:.6f} to {g10[name][1]:.6f}")
print("Energy coefficient E*rs (hartree bohr), bounds from 100 terms")
for name in NAMES:
    scale = (1 + np.sqrt(2)) * weight[name] / np.sqrt(np.pi)
    e_low, e_high = [-scale * bounds["eta", 100][j]
                     * bounds[PARTNER[name], 100][j] for j in (1, 0)]
    assert e_low < coefficient[name] < e_high
    print(f"  {name}: {coefficient[name]:.7f}, "
          f"between {e_low:.6f} and {e_high:.6f}")
assert round(coefficient["square"], 4) == -1.1002
assert round(coefficient["triangular"], 4) == -1.1061
gap = coefficient["square"] - coefficient["triangular"]
print(f"  square minus triangular: {gap:.7f}")
print(f"  gap / |square|: {100 * gap / abs(coefficient['square']):.3f} percent")

# Worked example with a round model parameter
rs = 100.0
hartree_mev = 1000 * physical_constants["Hartree energy in eV"][0]
print(f"Example: rs = {rs:.0f} bohr")
print(f"  density = {1 / (np.pi * rs**2):.5e} bohr^-2")
for name in NAMES:
    distance = SPACING[name] * np.sqrt(np.pi) * rs
    print(f"  {name}: neighbour distance = {distance:.3f} bohr, "
          f"E = {coefficient[name] / rs:.8f} hartree")
print(f"  energy difference = {gap / rs:.4e} hartree "
      f"= {gap / rs * hartree_mev:.3f} meV")

print("checks complete")
```

Output:

```
Lattice sum at s = 3, unit spacing (dimensionless): direct, factorized
  square: 4.6589136, 4.6589136
  triangular: 6.3758816, 6.3758816
Unit cell area 1; Z(1/2) and screened sums in inverse length units
  square: Z(1/2) factorized = -3.90026492
    error-function series = -3.90026492
    screened minus background, kappa=0.20: -3.704839
    screened minus background, kappa=0.10: -3.801409
    screened minus background, kappa=0.05: -3.850551
    extrapolated to kappa=0: -3.900264
  triangular: Z(1/2) factorized = -3.92103158
    error-function series = -3.92103158
    screened minus background, kappa=0.20: -3.725535
    screened minus background, kappa=0.10: -3.822158
    screened minus background, kappa=0.05: -3.871313
    extrapolated to kappa=0: -3.921031
Series at s = 1/2 (dimensionless)
  eta = 0.60489864
    10 terms: sum 0.4944917, tail 0.1103487 to 0.1104397
    100 terms: sum 0.5695875, tail 0.0353109 to 0.0353113
  beta = 0.66769146
    10 terms: sum 0.5886530, tail 0.0789947 to 0.0790631
    100 terms: sum 0.6426915, tail 0.0249998 to 0.0250000
  L3 = 0.48086756
    10 terms: sum 0.4200264, tail 0.0608076 to 0.0608602
    100 terms: sum 0.4616226, tail 0.0192448 to 0.0192450
  zeta(1/2) = -1.46035451
Ordering factors g from ten terms (dimensionless)
  square: weight 2.0000000, g from 1.335295 to 1.335432
  triangular: weight 2.7918146, g from 1.342399 to 1.342546
Energy coefficient E*rs (hartree bohr), bounds from 100 terms
  square: -1.1002444, between -1.100245 and -1.100244
  triangular: -1.1061026, between -1.106103 and -1.106102
  square minus triangular: 0.0058582
  gap / |square|: 0.532 percent
Example: rs = 100 bohr
  density = 3.18310e-05 bohr^-2
  square: neighbour distance = 177.245 bohr, E = -0.01100244 hartree
  triangular: neighbour distance = 190.463 bohr, E = -0.01106103 hartree
  energy difference = 5.8582e-05 hartree = 1.594 meV
checks complete
```
